Why 4 Ry Repulsive Spheres Make KKR Structure Constants Decay Exponentially

**Question.** The free structure constants of multiple-scattering theory are long ranged at valence energies. Why do they become exponentially short ranged when a repulsive potential of about 4 Ry is placed in every muffin-tin sphere, and what sets the decay length?

**The mechanism**

Hartree atomic units are used, so 4 Ry is 2 Ha. Energies are measured from the muffin-tin zero, and the Green function is defined by (E − H)G = 1. Let L = (l,m) and k = √(2E). For E > 0 the outgoing free Green function at distance D is

G₀ = −exp(ikD)/(2πD) = −(ik/2π) h₀(kD), with h₀(x) = exp(ix)/(ix).

Its expansion about two different sites n and m defines the free structure constants g:

G₀(r+R_n, r'+R_m) = Σ j_l(kr)Y_L(r) g_LL' j_l'(kr')Y_L'(r').

Averaging over the directions of r and r' keeps the s-s term. The average of h₀(kD) is h₀(kR) j₀(kr) j₀(kr'), where R is the distance between the sites, and Y₀₀² = 1/(4π). Therefore

g_ss(R) = −2ik h₀(kR), |g_ss| = 2/R.

The range is long because E lies inside the free-electron continuum: a wave of this energy can travel through empty space.

Now fill identical, non-overlapping spheres on a lattice with a constant potential V > 0. This is the reference crystal, and t^r is the t-matrix of one sphere. The wave amplitude arriving at a site is the free wave from the source plus the waves scattered by all other spheres:

G^r = g + g t^r G^r, so G^r = (1 − g t^r)⁻¹ g = g(1 − t^r g)⁻¹.

These are the screened structure constants. Nothing is lost by using them for a real crystal with t-matrix t. Since (G^r)⁻¹ = g⁻¹ − t^r and G⁻¹ = g⁻¹ − t, subtraction gives G⁻¹ = (G^r)⁻¹ − (t − t^r).

The reference crystal has energy bands of its own, the lowest starting at E_b. If E_b lies above the valence range, no reference state can carry a valence wave. The wave must tunnel, and G^r decays. What guarantees this decay is E < E_b, not the height V directly (G^r also decays in a complete gap between higher reference bands, a case not treated here); the rate of decay is fixed by the lowest reference band continued to imaginary wave vector, as shown below.

**From the Green function to the matrix**

For different cells,

G^r(r+R_n, r'+R_m) = Σ R_L(r) G^r_LL' R_L'(r'),

where R_L is the regular solution in a sphere, normalized so that its radial part joins j_l(kr) − 2ik t^r_l h_l(kr) outside the sphere. For E < V its radial part is proportional to i_l(qr), with q = √(2(V − E)), which has no zero for r > 0. Multiplying by i_l Y_L and i_l' Y_L' and integrating over both spheres isolates one matrix element, with a nonzero divisor. The matrix therefore decays at least as fast as the Green function.

For the s-s element the rates are equal. The kernel K_τ of exp(−τH) is positive, because it is built from free Gaussian kernels and factors exp(−τV), all positive. For E < E_b,

−G^r = ∫₀^∞ dτ exp(τE) exp(−τH)

is then positive too, and the s-wave projection cannot cancel it.

**Where the band bottom lies**

For a Bloch state ψ, the periodic function |ψ| has the same potential energy and no more kinetic energy. The lowest state therefore lies at Γ. A constant trial function has no kinetic energy and lies in the spheres with probability f, the packing fraction, so

E_b ≤ fV.

The true state lowers its energy by avoiding the spheres. For any fixed trial function the energy is linear in V, and E_b is the minimum of these linear functions. It is therefore concave in V: each further increase of the barrier lifts the bottom by less.

**The complex wave vector**

Write Bloch states as exp(ik·r)u(r), where k now denotes the Bloch vector. The periodic part u obeys H(k)u = εu, with H(k) = ½(p+k)² + V(r). With k-averages over the Brillouin zone,

G^r(r+R, r') = ⟨exp[ik·(r+R−r')] [E − H(k)]⁻¹(r,r')⟩.

The integrand is periodic in k, so the integration may be shifted to k+iκ; the side faces cancel. This produces the factor exp(−κ·R), provided no eigenvalue of H meets E during the shift. Which eigenvalue comes first? On periodic functions, exp[−τH(k+iκ)] has the kernel

Σ_R K_τ(r+R, r') exp[κ·(r+R−r')] exp[−ik·(r+R−r')].

Since K_τ > 0, real k only adds phases. Let E₀(iκ) be the lowest eigenvalue at k = 0; it is real because the kernel there is positive. If u belongs to an eigenvalue ε at k+iκ, then pointwise

exp(−τ Re ε)|u| ≤ exp[−τH(iκ)]|u|.

The right side varies as exp[−τE₀(iκ)] at large τ, hence Re ε ≥ E₀(iκ). The first obstacle is met at a purely imaginary wave vector.

The trace of the kernel at k = 0 is a sum of positive terms times exp(κ·R). Terms with R and −R have equal weight, so they combine to cosh(κ·R), and the trace grows with κ along any ray. At large τ the trace varies as exp(−τE₀), so E₀(iκ) cannot rise. Such a sum is also log-convex in κ, which makes E₀(iκ) concave. Along a given direction, therefore, one positive κ solves

E₀(iκ) = E.

Along a symmetry axis this κ is the decay rate. Lower energies require a larger κ, so the top of the valence window has the longest range.

**Bounds and the limit near the band**

Expanding the square gives

H(iκ) = ½p² + iκ·p − κ²/2 + V(r) = H − κ²/2 + iκ·p.

Take the expectation value in the normalized eigenfunction of E₀(iκ). The term with iκ·p is imaginary, while E₀ is real, so

E₀(iκ) = ⟨H⟩ − κ²/2 ≥ E_b − κ²/2.

Replacing V(r) by V everywhere reduces K_τ and hence raises E₀. For the constant potential the result is V − κ²/2, so E₀(iκ) ≤ V − κ²/2. Setting E₀(iκ) = E in both inequalities gives

√(2(E_b − E)) ≤ κ ≤ √(2(V − E)).

Near the bottom of a cubic crystal, E₀(k) ≈ E_b + k²/(2m*). Inserting k = iκ gives κ ≈ √(2m*(E_b − E)). The range diverges as E approaches E_b, and for E inside the reference band the argument fails.

**The form of the decay**

Summing G^r over all sites of a lattice plane selects zero wave vector parallel to the planes. The remaining integral over k_z is closed in the upper half-plane. Its nearest pole, k_z = iκ, gives a factor exp(−κd) between distant planes of spacing d. Poles farther up still contribute at small distance.

A single element contains all parallel wave vectors. Along a symmetry axis the pole moves as κ + ½(b₁k₁² + b₂k₂²), with b₁, b₂ > 0 for a nondegenerate minimum. Then

∫dk₁dk₂ exp[−κR − ½R(b₁k₁² + b₂k₂²)] = 2π exp(−κR)/(R√(b₁b₂)),

so a single element behaves as exp(−κR)/R at large R.

**The number**

Take a model fcc lattice with a = 7 bohr, touching spheres of radius s = a/(2√2) = 2.475 bohr, V = 2 Ha, and a chosen valence window from 0 to 0.5 Ha. The packing fraction is 0.7405, so E_b cannot exceed 0.7405 × 2 = 1.481 Ha. Diagonalization in plane waves gives

E_b = 1.116 Ha = 2.23 Ry.

The step potential converges slowly in plane waves: larger cutoffs lower E_b by 0.001 Ha, to 1.115 Ha, and lower κ at the window top by about 0.001 bohr⁻¹, so the last digit of this and of the derived numbers below is uncertain. The bottom lies 0.616 Ha above the window. At the window top the bounds are √(2 × 0.616) = 1.110 and √(2 × 1.5) = 1.732 bohr⁻¹. Along [001] the complex band gives

κ = 1.240 bohr⁻¹, 1/κ = 0.806 bohr.

Along [110] the rate is slightly smaller, 1.21 bohr⁻¹. Distant (001) planes, with d = 3.5 bohr, differ by exp(−1.240 × 3.5) = 0.013. At E = 0.1 Ha the rate rises to 1.55 bohr⁻¹. A direct solution for the Green function on a grid along [001] is a numerical check of these rates; it agrees with the band values to about 0.2%.

The effective mass at the bottom is about 1.56. At 0.01 Ha below E_b the mass formula gives 0.177 bohr⁻¹, against 0.176 from the band. At the window top it would give √(2 × 1.56 × 0.616) = 1.39 bohr⁻¹, about 12% above the band value, so the parabola no longer suffices.

Is 4 Ry special? The heights V = 1, 2 and 4 Ha give E_b of about 0.66, 1.12 and 1.58 Ha; the plane-wave error grows with V, so only two decimals are kept. Doubling the barrier from 2 to 4 Ha thus gains only 0.46 Ha. The least V that brings E_b to the window top is 0.733 Ha, or 1.47 Ry, but there the decay rate at the top vanishes. In this model 4 Ry is a comfortable choice, not a threshold. Another lattice constant or window needs its own E_b.

**What a finite cluster shows**

The matrix equation for G^r was also solved for a cluster of 459 sites. With V = 1 Ha, E = 0.5 Ha and l ≤ 5, the rate between planes 2 and 3 is 0.584 bohr⁻¹, against 0.586 from the direct solution on the same planes and 0.582 from the complex band. Single elements along [110], with the factor 1/R removed, give 0.571 bohr⁻¹, about 1.6% below the band value of 0.580 bohr⁻¹ for that direction.

For V = 2 Ha and l ≤ 3, the magnitudes of the s-s elements along [110] at E = 0.5 Ha are, in atomic units:

R = 4.95 bohr: free 0.404, screened 0.347
R = 9.90 bohr: free 0.202, screened 0.00199
R = 14.85 bohr: free 0.135, screened 0.0000245

The nearest-neighbour element is hardly reduced; the gain is in the distant ones. A barrier of 0.2 Ha has E_b = 0.145 Ha, below this energy. In this cluster its elements at the same distances are 0.436, 0.475 and 0.179; inside the reference band such values depend on the size of the cluster. They show no exponential decay, although the spheres are repulsive.

The proof used all angular momenta. Keeping l ≤ lmax replaces V(r) by a nonlocal operator whose kernel takes both signs. Positivity is lost, and the bounds on κ are no longer guaranteed. At V = 2 Ha and E = 0.5 Ha the effect is small between planes 1 and 2: the rates are 0.898 for lmax = 3, 0.938 for lmax = 5 and 0.941 bohr⁻¹ for the full barrier. The full-barrier rate lies below κ = 1.240 because these planes are not yet in the asymptotic region: between planes 4 and 5 the direct solution gives 1.242. The cut-off rates need not approach κ. The lmax = 3 elements tabulated above, with the factor 1/R removed, give 0.81 bohr⁻¹ between 9.90 and 14.85 bohr, below the lower bound 1.110.

The small effect quoted above belongs to the nearest planes; for more distant planes the misfit is large. Between planes 3 and 4 at E = 0.1 Ha the rates are 0.88 and 1.03 bohr⁻¹ for lmax = 3 and 5, against 1.54 for the full barrier. The change with lmax shows that the cutoff affects the far decay. For lmax = 3 the cluster edge is not the cause: enlarging the cluster from 459 to 683 sites moves the rate only from 0.884 to 0.883 bohr⁻¹. For lmax = 5 the influence of the edge was not examined. These rates are ratios of magnitudes. Even the slower one reduces the magnitude of the plane sum by exp(−0.884 × 3.5) = 0.045 from plane 3 to plane 4. Without positivity the plane sums of the cut-off barrier can change sign and fall unevenly from plane to plane. For lmax = 3 at E = 0.1 Ha the ratios of successive sums over planes 1 to 4 are +0.023, −0.011 and −0.045. At E = 0.5 Ha they are 0.043, 0.0035 and 0.51, so the step from plane 3 to plane 4 only halves the sum, although the fall from plane 2 to plane 4 averages 0.90 bohr⁻¹. A single exponential has not been established for the cut-off barrier, and its far tail at small lmax should not be predicted from the full-barrier κ.

Computed results

```
lattice constant 7.000 bohr; sphere radius 2.4749 bohr
packing fraction 0.7405 (dimensionless)
barrier height 2.000 Ha = 4.000 Ry
valence window 0 to 0.500 Ha
plane spacing 3.500 bohr; cluster 459 sites, radius 21.0 bohr
reference band bottom E_b 1.116 Ha = 2.233 Ry
change of E_b from smaller basis 0.00163 Ha
constant-trial upper bound f*V 1.481 Ha
effective mass at the bottom 1.5659 electron masses
kappa 0.01 Ha below E_b: band 0.1761 1/bohr, mass formula 0.1770 1/bohr
V 2.0 Ha, E 0.10 Ha: kappa band 1.5545, direct 1.5574, bounds 1.4258 to 1.9494 1/bohr
V 2.0 Ha, E 0.30 Ha: kappa band 1.4080, direct 1.4100, bounds 1.2778 to 1.8439 1/bohr
V 2.0 Ha, E 0.50 Ha: kappa band 1.2404, direct 1.2420, bounds 1.1103 to 1.7321 1/bohr
decay length at window top 0.8062 bohr
plane-to-plane factor exp(-kappa d) at window top 0.01302 (dimensionless)
V 1.0 Ha, E 0.50 Ha: kappa band 0.5825 1/bohr; planes 2 to 3: cluster (lmax 5) 0.5837, direct 0.5861 1/bohr
[110], V 1.0 Ha, E 0.50 Ha: kappa band 0.5833, from elements 0.5707 1/bohr
V 2.0 Ha, E 0.50 Ha, planes 1 to 2: rate lmax 3 0.8979, lmax 5 0.9377, all l 0.9410 1/bohr
V 2.0 Ha, E 0.10 Ha, planes 3 to 4: rate lmax 3 0.8837, lmax 5 1.0268, all l 1.5420 1/bohr
kappa 0.0000 1/bohr: least rise of Re E over sampled real k 0.0995 Ha
kappa 1.4080 1/bohr: least rise of Re E over sampled real k 0.2128 Ha
s-s elements along [110], E 0.50 Ha, lmax 3, in a.u.:
R 4.950 bohr: free 4.041e-01, V 2.0 Ha 3.468e-01, V 0.2 Ha 4.356e-01
R 9.899 bohr: free 2.020e-01, V 2.0 Ha 1.988e-03, V 0.2 Ha 4.748e-01
R 14.849 bohr: free 1.347e-01, V 2.0 Ha 2.450e-05, V 0.2 Ha 1.793e-01
V 0.20 Ha: band bottom 0.1452 Ha
V 0.50 Ha: band bottom 0.3511 Ha
V 1.00 Ha: band bottom 0.6577 Ha
V 2.00 Ha: band bottom 1.1164 Ha
V 4.00 Ha: band bottom 1.5785 Ha
slopes dE_b/dV between these heights (dimensionless): 0.686, 0.613, 0.459, 0.231
least V with E_b at window top 0.7330 Ha = 1.4660 Ry
```
